# Summing Coulomb-like partial-wave series by Yennie–Ravenhall–Wilson reduction, part 2

An electron scatters from a fixed centre with $V = -Z/r + \beta/(2r^2)$ (Schrödinger equation, Hartree atomic units; $\beta=0$ is Coulomb). Its divergent partial-wave series is summed by reduction. Here $k=\sqrt{2E}$, $\eta=-Z/k$, $z=i\eta$, $x=\cos\theta$, $\lambda=l+\tfrac12$, $\ell+\tfrac12=\sqrt{\lambda^2+\beta}$, $\sigma_0=\arg\Gamma(1+i\eta)$, $\lambda_{\rm cl}=|\eta|\cot\frac\theta2$; $L$ is the last retained wave, $N=L+1$, $\psi=N\theta-\pi/4$.

$$S_l = e^{i\pi(l-\ell)}\,G_\ell(z), \qquad G_l(w) \equiv \frac{\Gamma(l+1+w)}{\Gamma(l+1-w)}. \tag{1}$$

$$f = \frac{F}{2ik}, \qquad F(x) = \sum_{l=0}^\infty (2l+1)\,b_l\,P_l(x), \qquad b_l = S_l. \tag{2}$$

$$G_l(w) = \lambda^{2w}\Big[1 - \frac{w^3 - w/4}{3\lambda^2} + O(\lambda^{-3})\Big]. \tag{3}$$

$$(2l+1)\,xP_l = (l+1)P_{l+1} + lP_{l-1}. \tag{4}$$

For $\lambda\sin\theta\gg1$,

$$P_l(\cos\theta) = \sqrt{\frac{2}{\pi\lambda\sin\theta}}\,\Big[\cos\big(\lambda\theta-\tfrac\pi4\big) + O(\lambda^{-1})\Big] \tag{5}$$

Each pass applies $D$, so $b^{(m)}=D^mb$:

$$(Db)_l = b_l - \frac{(l+1)\,b_{l+1} + l\,b_{l-1}}{2l+1}, \tag{6}$$

$$(1-x)\sum_{l=0}^L(2l+1)b_lP_l = \sum_{l=0}^L(2l+1)(Db)_lP_l + B_L, \qquad B_L = N\,[\,b_{L+1}P_L - b_LP_{L+1}\,]. \tag{7}$$

With $F_L^{(m)}(x)=\frac{1}{(1-x)^m}\sum_{l=0}^L(2l+1)\,b^{(m)}_lP_l(x)$,

$$F_L^{(m+1)} = F_L^{(m)} - \frac{B_L^{(m)}}{(1-x)^{m+1}}, \qquad B_L^{(m)} = N\big[b^{(m)}_{L+1}P_L - b^{(m)}_LP_{L+1}\big]. \tag{8}$$

$$(Db)_l = -\frac{(\lambda+\frac12)(b_{l+1}-b_l) - (\lambda-\frac12)(b_l-b_{l-1})}{2\lambda} = -\frac12\Big[\,b_{l+1}-2b_l+b_{l-1} + \frac{b_{l+1}-b_{l-1}}{2\lambda}\Big]. \tag{9}$$

$$D\lambda^s = -\sum_{n\ge1}\binom{s}{2n-1}\frac{s-n+1}{2n}\,\lambda^{s-2n} = -\frac{s^2}{2}\lambda^{s-2} - \frac{s(s-1)^2(s-2)}{24}\lambda^{s-4} - \dots \tag{10}$$

For smooth $b=\lambda^s+c_1\lambda^{s-1}+\dots$, each derivative lowering the remainder's bound by one power of $\lambda$,

$$b^{(m)}_l = \lambda^{s-2m}\Big[C_m(s) + \frac{c_1C_m(s-1)}{\lambda} + O(\lambda^{-2})\Big], \qquad C_m(s) = \prod_{j=0}^{m-1}\Big[-\frac{(s-2j)^2}{2}\Big]. \tag{11}$$

Here $s=2i\eta$, $c_1=-i\pi\beta/2$; the relative correction is $\kappa_m/\lambda$, $\kappa_m=c_1\prod_{j<m}[(s-1-2j)/(s-2j)]^2$. For $\beta=0$,

$$b^{(m)}_l = (-2)^m\,[\,z(z-1)\cdots(z-m+1)\,]^2\,G_l(z-m). \tag{12}$$

$$F = \frac{\Gamma(1+z)}{\Gamma(-z)}\,\big(\sin^2\tfrac\theta2\big)^{-1-z} = -\frac{i\eta}{\sin^2\frac\theta2}\,\exp\big[2i\sigma_0 - i\eta\ln\sin^2\tfrac\theta2\big]. \tag{13}$$

Rutherford's cross section is $|f|^2=(Z/4E)^2/\sin^4\frac\theta2$. At fixed $0<\theta<\pi$ and leading order, the absolute error is $\mathcal{E}_m|\sin\psi|$:

$$B_L^{(m)} \approx C_mN^{s-2m+1}\sqrt{\frac{2}{\pi N\sin\theta}}\;2\sin\tfrac\theta2\,\Big[\sin\psi + \frac{(s-2m)\cot\frac\theta2}{2N}\cos\psi + \dots\Big], \tag{14}$$

$$\mathcal E_m = |C_m|\,N^{1-2m}\sqrt{\frac{2}{\pi N\sin\theta}}\;\frac{2\sin\frac\theta2}{(2\sin^2\frac\theta2)^{m+1}} \;\propto\; N^{1/2-2m}. \tag{15}$$

$$\gamma_m = \frac{\mathcal E_{m+1}}{\mathcal E_m} = \frac{m^2+\eta^2}{\big(N\sin\frac\theta2\big)^2}. \tag{16}$$

At $\theta=\pi$ it is $|C_m|N^{1-2m}/2^m$. Sums with a smooth, rapidly decaying window $W(l/L_0)$, $W(0)=1$, tend to $F$ as $L_0\to\infty$, giving an independent reference. The example has $Z=14$, $E=72$ hartree, $\theta=60^\circ$, $L=40$.

## Algorithm and cost

```
input:  b[0..L+M], angles theta_i > 0, maximum order M
t[0] = b
for m = 1..M:
    for l = 0..L+M-m:
        low = (l > 0) ? l*t[m-1][l-1] : 0
        t[m][l] = t[m-1][l] - ((l+1)*t[m-1][l+1] + low)/(2l+1)
for each theta:
    x = cos(theta);  y = 2*sin(theta/2)^2;  N = L+1
    P[0..L] by upward use of the recurrence (4)
    for m = 0..M:
        F[m] = sum_{l=0..L} (2l+1)*t[m][l]*P[l] / y^m
    gamma(m) = (m^2 + eta^2)/(N*sin(theta/2))^2
    if gamma(0) >= 1: report that L is too small; go to next theta
    m0 = largest m <= M with gamma(m-1) < 1
    while m0 > 1 and 3*eps*norm(w(m0)) > |F[m0] - F[m0-1]|:
        m0 = m0 - 1
    return f = F[m0]/(2ik), with |F[m0] - F[m0-1]| as the
           error estimate of F[m0-1]
```

Here `eps` is the root-mean-square absolute error of the input coefficients and `w` is the weight vector defined in the section on stability. The factor 3 is a safety margin: once noise dominates at small angles, the difference on the right is itself noise of size about `eps*norm(w(m0))`, and without the margin the test would often keep an order that is too high. At large angles the noise in the difference is smaller, because the weights away from the edge cancel. The divisor $y = 2\sin^2\frac\theta2$ is $1-x$ computed without cancellation, but this alone does not protect the result at small angles: the $P_l$ still carry the rounding of $x = \cos\theta$, and rounding errors of the coefficients are amplified as described in the section on stability. Each pass shortens the array by one, which is why $L+M+1$ inputs are needed.

The table $t$ costs $O(M(L+M))$ operations once and serves all angles; each angle costs $O(ML)$, or $O(L)$ if only one order is summed. By (8) the same numbers follow from the plain sum minus $\sum_{j<m}B_L^{(j)}/(1-x)^{j+1}$, which needs the table only in a triangle of $O(M^2)$ entries around $l = L$. When phase shifts come from integrating a radial equation, their number dominates the cost, and the relevant measure is the $N$ needed for a given error, which scales as (error)$^{-1/(2m-1/2)}$ by (15).

The difference $F_L^{(m)}-F_L^{(m+1)}$ is exactly $B_L^{(m)}/(1-x)^{m+1}$, the leading part of the error of $F_L^{(m)}$. It is an estimate and not a bound. When $\sin\psi$ happens to be near zero, the estimate and the error are both small, and the estimate then says little about the error at neighbouring $L$. Modulo $\pi$, $\psi$ advances by $\min(\theta,\pi-\theta)\le\pi/2$ in magnitude per unit of $L$, so the largest value over at least $\pi/\min(\theta,\pi-\theta)$ consecutive $L$ comes within $\pi/4$ of a maximum of $|\sin\psi|$ and recovers the envelope to within a factor $\sqrt2$.

When the Coulomb part is known, (13) can be added analytically and $D$ applied to $S_l-G_l(z)$ alone. For the $\beta$ model this difference starts at $\lambda^{s-1}$, so (11) and (14) with $s\to s-1$ give an error of order $N^{-1/2-2m}$, one power better at each $m$.

## Worked example

The system is an electron on a bare Si nucleus treated as a fixed point charge, $Z = 14$, in the Schrödinger equation, at $E = 72$ hartree (1959.2 eV). Then $k = \sqrt{144} = 12\,a_0^{-1}$, $\eta = -14/12 = -1.166667$, $\eta^2 = 1.361111$ and $v/c = 0.0876$. Relativity, spin and recoil are left out, so the many digits below test the summation within this model and do not describe the real ion to that accuracy. The angle is $60^\circ$, with $\sin\frac\theta2 = \tfrac12$ and $1-x = \tfrac12$, and $L = 40$, $N = 41$. The classical value $\lambda_{\rm cl} = 1.1667\times1.732 = 2.0$ lies far inside the retained range.

The exact value (13) has modulus $1.166667/0.25 = 4.666667$. Its phase is $\pi/2$ from $-i\eta$, plus $2\sigma_0 = 2\times0.275126$, plus $-\eta\ln\tfrac14 = -1.617343$, in total 0.503705 rad. This gives $F = 4.087069+2.252474\,i$ and $f = F/(24i) = (0.0938531-0.1702946\,i)\,a_0$.

The constants are $|C_1| = 2\eta^2 = 2.72222$, $|C_2| = 2.72222\times2(1+\eta^2) = 12.8549$, $|C_3| = 12.8549\times2(4+\eta^2) = 137.834$ and $|C_4| = 137.834\times2(9+\eta^2) = 2856.22$. For $m = 1$, (12) gives $|b^{(1)}_{40}| = 2.72222/(|40+z|\,|41-z|) = 2.72222/(40.0170\times41.0166) = 1.6585\times10^{-3}$, as the recursion finds. For $m = 4$ the leading term of (11) is $2856.22/40.5^8 = 3.946\times10^{-10}$ against the computed $3.9836\times10^{-10}$. The 1% gap is the correction in (3): for $w = z-4$, $\operatorname{Re}(w^3-w/4) = -64+12\eta^2+1 = -46.67$, and $1+46.67/(3\times40.5^2) = 1.0095$ brings the estimate to $3.983\times10^{-10}$. The low coefficients do not shrink; $|b_0^{(m)}|$ rises from 1 to 4.48 over the four passes.

The envelope for $m = 1$ is $2.72222\times41^{-1}\times\sqrt{2/(\pi\times41\times0.866025)}\times1/(0.5)^2 = 2.72222\times0.024390\times0.133901\times4 = 3.556\times10^{-2}$. The factors (16) have the denominator $20.5^2 = 420.25$, so $\gamma_0 = 1.361111/420.25 = 3.24\times10^{-3}$. Errors in the table are absolute errors of $F$.

| $m$ | error | $\mathcal E_m$ | $\gamma_m$ | next error / error |
|---|---|---|---|---|
| 0 | $1.066\times10^{1}$ | $1.098\times10^{1}$ | $3.24\times10^{-3}$ | $3.19\times10^{-3}$ |
| 1 | $3.405\times10^{-2}$ | $3.556\times10^{-2}$ | $5.62\times10^{-3}$ | $5.52\times10^{-3}$ |
| 2 | $1.880\times10^{-4}$ | $1.998\times10^{-4}$ | $1.28\times10^{-2}$ | $1.25\times10^{-2}$ |
| 3 | $2.354\times10^{-6}$ | $2.549\times10^{-6}$ | $2.47\times10^{-2}$ | $2.42\times10^{-2}$ |
| 4 | $5.692\times10^{-8}$ | $6.284\times10^{-8}$ | $4.13\times10^{-2}$ | |

Here $\psi = 41\times60^\circ-45^\circ$, which is $255^\circ$ modulo $360^\circ$, so $|\sin\psi| = 0.966$. The ratios of error to envelope are 0.971, 0.958, 0.941, 0.923 and 0.906. The $\cos\psi$ term of (14) lowers the bracket by $2\times1.732\times0.259/82 = 0.011$ per pass, since $\cos\psi$ and $\sin\psi$ have the same sign here. The observed decrease per pass is between 0.013 and 0.018. The rest is of the size of the neglected $O(N^{-2})$ terms, for which $\gamma_m$ is the scale, but it has not been separated numerically. The running estimate works as described: $F^{(3)}_{40}-F^{(4)}_{40} = (-2.214-0.918\,i)\times10^{-6}$ has modulus $2.40\times10^{-6}$, against the true error $2.35\times10^{-6}$ of $F^{(3)}_{40}$.

With $m = 4$ the error is $1.2\times10^{-8}$ relative to $|F|$, and $d\sigma/d\Omega = 0.03780864\,a_0^2/\mathrm{sr} = 1.0587\times10^{-22}\,\mathrm{m^2/sr}$, equal in all printed digits to $(14/288)^2\times16$. To reach the $m = 4$ envelope with a single pass would take, by (15), $N = 41\times(3.556\times10^{-2}/6.284\times10^{-8})^{2/3} \approx 2.8\times10^5$ partial waves.

The exponents are measured between blocks of six consecutive $N$ starting at 600 and at 1200. At $60^\circ$ the mean of $\sin^2\psi = \tfrac12[1-\sin(2\pi N/3)]$ over six consecutive $N$ is $\tfrac12$, so $\sqrt2$ times the root-mean-square error measures the envelope. The logarithmic slopes for $m = 0,\dots,4$ are $0.500, -1.500, -3.499, -5.498, -7.498$, against $\tfrac12-2m$. At $180^\circ$, from $N = 600$ and 1200, they are $1.000, -1.000, -3.000, -5.000, -7.000$, against $1-2m$.

The model with the same $\eta$ and the round value $\beta = 1$ has no closed form in this note. Its reference is the sum with the window $\tfrac12\operatorname{erfc}[(l-200)/20]$, which differs from one at $l = 0$ by less than $e^{-100}$. It gives $F = 1.3030420-0.5076902\,i$ and $d\sigma/d\Omega = 0.00339526\,a_0^2/\mathrm{sr}$. The amplitude is quite different from the Coulomb one, but the leading part of the truncation error, the boundary term, depends only on the coefficients near $l = L$, and the error is nearly the same, $4.991\times10^{-8}$ at $m = 4$, which is 0.877 of the Coulomb error. The correction $\kappa_4$ accounts for this. With $4\eta^2 = 5.444$ its modulus is $\frac\pi2\times\frac{6.444}{5.444}\times\frac{14.444}{9.444}\times\frac{30.444}{21.444}\times\frac{54.444}{41.444} = 5.30$. The four ratios $(s-1-2j)/(s-2j)$ at $s = -2.333\,i$ have phases $-23.2^\circ, -11.5^\circ, -5.2^\circ, -2.8^\circ$; twice their sum plus the $-90^\circ$ of $c_1$ is about $-176^\circ$, so $\operatorname{Re}\kappa_4\approx-5.3$. The first-order prediction is $1-5.3/41 = 0.87$. The same term shifts the measured slope by $5.3\,(1/602.5-1/1202.5)/\ln(1202.5/602.5) = +0.006$, which is the difference between the measured $-7.492$ and the Coulomb value $-7.498$.

## Stability

The map from inputs to result is linear, $F_L^{(m)} = \sum_lw_lb_l$. Summing (8) gives $F_L^{(m)} = F_L^{(0)}-\sum_{j<m}B_L^{(j)}/(1-x)^{j+1}$. The term $B_L^{(j)}$ contains $b^{(j)}_L$ and $b^{(j)}_{L+1}$, which depend on $b_{L-j},\dots,b_{L+1+j}$. With $j\le m-1$ only the $2m$ weights with $L-m+1\le l\le L+m$ differ from those of the plain sum, and $w_l = (2l+1)P_l$ for $l\le L-m$. If the inputs carry independent zero-mean errors of root-mean-square size $\epsilon$, the result has root-mean-square error $\epsilon\|w\|$ with $\|w\|^2 = \sum w_l^2$.

For $m = 0$, (5) with $\cos^2$ replaced by $\tfrac12$ gives $\|w\|^2\approx\sum4\lambda/(\pi\sin\theta) = 2N^2/(\pi\sin\theta)$. This is $\|w\|\approx35.2$ at $60^\circ$ and 78.5 at $10^\circ$, against the computed 35.4 and 79.2. For $m = 0,\dots,4$ the computed norms are 35.4, 35.7, 42.4, 79.8, 242 at $60^\circ$, and 79.2, $1.15\times10^3$, $1.19\times10^5$, $1.39\times10^7$, $1.69\times10^9$ at $10^\circ$.

The growth at $10^\circ$ follows from the last boundary term, $j = m-1$, which dominates when $1-x$ is small. For independent noise and large $l$ the second term in the bracket of (9) is smaller by $1/\lambda$, so $D^j$ acts as $(-\tfrac12)^j$ times a difference of order $2j$. At small angle $P_L\approx P_{L+1}$ away from a zero, so $B_L^{(j)}$ is $NP_L2^{-j}$ times a difference of order $2j+1$, up to sign. A difference of order $n$ has binomial weights whose squares sum to $\binom{2n}{n}$. The norms are thus proportional to $2^{-j}\binom{4j+2}{2j+1}^{1/2}/(1-x)^{j+1}$, with numerators $\sqrt2$, $\sqrt{20}/2$, $\sqrt{252}/4$, $\sqrt{3432}/8$. Their ratios 1.581, 1.775, 1.845 divided by $1-\cos10^\circ = 0.015192$ are 104, 117, 121, and the computed ratios are 103, 117, 122. The numerator ratio tends to 2 because $\binom{2n+4}{n+2}/\binom{2n}{n}\to16$, so noise grows by a factor approaching $1/\sin^2\frac\theta2$ per pass while truncation error changes by $\gamma_m$.

At $60^\circ$ and $m = 4$, double-precision arithmetic differs from 50-digit arithmetic by $3.1\times10^{-14}$ in $F$, the same order as $242\times2^{-53}$. At $10^\circ$, independent coefficient errors of size $10^{-8}$ would give a noise of about 17 in $F$ at $m = 4$, where $|F| = |\eta|/\sin^2 5^\circ\approx154$. Only the part of the input error that is rough in $l$ is amplified in this way. An error that varies smoothly with $l$ is largely cancelled by the differences: multiplying the coefficients by $\exp[10^{-8}i\cos(l/15)]$ shifts the same result by only $1.6\times10^{-6}$. The errors of a numerical radial integration may be of either kind. Rounding inside the first pass is a separate source. It perturbs every $b^{(1)}_l$ by the unit roundoff times $|b_l|$, and these perturbations enter with weights $(2l+1)P_l/(1-x)$ over the whole range of $l$. The boundary-term form of the algorithm confines them to the edge, but this gains little at small angles, where the rounding of $x$ and the large edge weights remain. At $5^\circ$ and $L = 400$ both forms in double precision differ from exact arithmetic on the same inputs by about $2\times10^{-11}$ at $m = 1$ and $2\times10^{-7}$ at $m = 3$.

## Failure modes

**Small angle.** At $2^\circ$ and $L = 40$, $N\sin\frac\theta2 = 0.716<|\eta|$ and $\lambda_{\rm cl}\approx67$ lies beyond the cutoff. The errors relative to $|F|$ for $m = 0,\dots,4$ are 0.811, 0.52, 1.21, 9.26, 149. Formula (16) gives factors 2.7, 4.6, 10, 20, and the observed ones are 0.64, 2.3, 7.7, 16. The first pass improves the result although $\gamma_0>1$. There is no contradiction, because $N\sin\theta$ is about 1.4, outside the regime of (5), and the first boundary term is not a good approximation to the error when $\gamma_m$ is not small. None of these orders gives a usable number. The reduction of this series needs a larger $L$ here, and passing the test $\gamma_0<1$ is not enough. At $L = 70$, where $\gamma_0 = 0.89$, the rule selects $m = 1$ with a relative error of 0.41; at $L = 100$ it selects $m = 2$ with 0.15, and at $L = 150$ it selects $m = 3$ with 0.016. In a Coulomb-like case, adding the known Coulomb part (13) analytically leaves a smaller remainder to be summed, but it does not make the passes useful at too small an $L$.

**Too many passes.** At fixed $L$ the sequence in $m$ is asymptotic. For the Coulomb case (12) gives $b_l^{(m)}/b_0^{(m)} = \prod_{j=1}^l(j+z-m)/(j-z+m)\to(-1)^l$ as $m\to\infty$, and $|b_0^{(m+1)}/b_0^{(m)}| = 2|z-m|/|1-z+m|\to2$. Hence $F_L^{(m)}$ approaches $b_0^{(m)}(1-x)^{-m}\sum_{l\le L}(2l+1)P_l(-x)$ and grows by $1/\sin^2\frac\theta2$ per pass for $\theta<\pi$, unless the fixed sum vanishes at that angle. At $60^\circ$ and $L = 10$ the smallest absolute error, $3.90\times10^{-4}$, occurs at $m = 6$, and at $m = 25$ the error is $2.21\times10^{10}$. Rule (16) with $(11\times0.5)^2 = 30.25$ gives $\gamma_5 = 0.87$ and $\gamma_6 = 1.24$, which also selects $m = 6$. This agreement is not general, because (16) assumes $m\ll N$. By (12), for $|\eta|\ll m<N$ a pass multiplies the coefficients near $l = L$ by about $2m^2/(N^2-m^2)$ in modulus, which is more than the $2m^2/N^2$ behind (16). At large angles, where the rule allows $m$ up to about $N$, it therefore puts the optimum too high, and the maximum order $M$ in the algorithm should be kept well below $N$.

**Born order.** The case $C_m = 0$ occurs as $\eta\to0$. Expanding, $G_l(z) = 1+2z\,\Gamma'(l+1)/\Gamma(l+1)+O(z^2)$, and $\Gamma'(l+1)/\Gamma(l+1)$ is the harmonic number $H_l = \sum_{j=1}^l1/j$ minus Euler's constant. In (9), $(l+1)(H_{l+1}-H_l) = 1$ and $l(H_l-H_{l-1}) = 1$ for $l\ge1$, so $DH_l = 0$ there, while $DH_0 = H_0-H_1 = -1$. One pass sums the first-order series exactly, $F = -2z/(1-x) = -z/\sin^2\frac\theta2$, in agreement with (13), and the error of $m = 1$ starts at order $\eta^2$ as $|C_1| = 2\eta^2$ says. The method succeeds here, and the law (15) still holds for small nonzero $\eta$. An exponent fitted to the errors at $m\ge1$ shows it only if the input errors are too small to mask a truncation error of order $\eta^2$.

**Exponential coefficients.** For $V = -Ze^{-\mu r}/r$ the Born amplitude is $2Z/(q^2+\mu^2)$ with $q^2 = 2k^2(1-x)$, which is proportional to $1/(y-x)$ with $y = 1+\mu^2/(2k^2)$. Its coefficients are $Q_l(y) = \tfrac12\int P_l(t)\,dt/(y-t)$. Since $D$ acts on projections as multiplication by $1-t$, and $(1-t)/(y-t) = 1+(1-y)/(y-t)$,

$$DQ_l = \delta_{l0}+(1-y)\,Q_l .$$

The decay rate in $l$ is not changed at all. In each of the first $L+1$ passes the tail is multiplied exactly by $(1-y)/(1-x) = -\mu^2/q^2$, a gain only for $q>\mu$. For $y = 1.5$ the computed ratio $DQ_5/Q_5$ is $-0.500000$.

**Alternating coefficients.** An exchange amplitude $F(-x)$ has coefficients $(-1)^lS_l$. The neighbours in (6) change sign, so $D[(-1)^lS_l] = (-1)^l[2S_l-(DS)_l]$. At $l = 400$ the modulus of the ratio is $1.999983 = 2-1.697\times10^{-5}$, and the tail is multiplied by nearly $2/(1-x)\ge1$. The singularity now lies at $x = -1$, and the factor $1+x$, which is (6) with the minus sign replaced by a plus, gives $(-1)^l(DS)_l$, of relative size $1.697\times10^{-5}$. Direct and exchange parts are best reduced separately.

**Non-smooth coefficients.** A change of method or of grid at some $l$ within the last $2m$ inputs puts a jump into $b_l$. It violates the derivative condition behind (11) and enters the result with the large edge weights. Such a change belongs at $l\le L-m$, where the weight is the ordinary $(2l+1)P_l$.

## Checks for an implementation

The numerical check, with its output, asserts the following, and a new implementation can reuse the same comparisons. Identity (7) for $L = 5$ and the expansion (10) through $\lambda^{s-6}$ hold symbolically. Formula (1) agrees to $10^{-18}$ with a power series of the radial equation matched to its asymptotic series, for $l = 0, 1, 3$ and $\beta = 0, 1$. The recursion (6) in 50-digit arithmetic agrees with (12) to a relative $10^{-18}$ for $m\le4$ at six values of $l$ up to 1200, and, for $m = 1, 2, 3$ and $l = 0, 3, 6$, with quadrature of $(1-x)^m$ times (13) to $10^{-12}$. The windowed sum reproduces (13) to $10^{-20}$ at $60^\circ$ and $180^\circ$. The slopes at $60^\circ$ lie within 0.02 of $\tfrac12-2m$ and the envelopes within 1% of (15) near $N = 1200$ for both values of $\beta$; the Coulomb factors lie within 1% of (16); the back-angle slopes lie within 0.01 of $1-2m$ and the errors within 0.2% of their formula; and the $1/\lambda$ term of (11) is confirmed to 5% of its size. The growth of the error at $2^\circ$, the interior optimum at $L = 10$, the harmonic, Yukawa and alternating relations, and the location of the changed weights are asserted as well. The noise norms are printed and are compared with the binomial estimate only in the arithmetic above.

## Numbers as computed

```
Z = 14, E = 72.0 Eh = 1959.2 eV
k = 12.0000 1/a0, eta = -1.166667, v/c = 0.0876
theta = 60.0 deg, sigma_0 = 0.275126 rad
F exact = +4.087069444+2.252474448i
m=0: |C_m| = 1, |b_0| = 1, |b_40| = 1.0000e+00
  F(L=40) = +11.916454493+9.489921024i, error 1.066e+01, envelope 1.098e+01
  step factor to m+1 at N=41: 3.2388e-03
  slopes: 60deg 0.500, 60deg beta=1 0.500, 180deg 1.000
m=1: |C_m| = 2.72222, |b_0| = 1.51851, |b_40| = 1.6585e-03
  F(L=40) = +4.112167660+2.275479479i, error 3.405e-02, envelope 3.556e-02
  step factor to m+1 at N=41: 5.6183e-03
  slopes: 60deg -1.500, 60deg beta=1 -1.498, 180deg -1.000
m=2: |C_m| = 12.8549, |b_0| = 2.01548, |b_40| = 4.7774e-06
  F(L=40) = +4.087215875+2.252356499i, error 1.880e-04, envelope 1.998e-04
  step factor to m+1 at N=41: 1.2757e-02
  slopes: 60deg -3.499, 60deg beta=1 -3.496, 180deg -3.000
m=3: |C_m| = 137.834, |b_0| = 2.89957, |b_40| = 3.1323e-08
  F(L=40) = +4.087067255+2.252473581i, error 2.354e-06, envelope 2.549e-06
  step factor to m+1 at N=41: 2.4655e-02
  slopes: 60deg -5.498, 60deg beta=1 -5.494, 180deg -5.000
m=4: |C_m| = 2856.22, |b_0| = 4.48, |b_40| = 3.9836e-10
  F(L=40) = +4.087069469+2.252474499i, error 5.692e-08, envelope 6.284e-08
  step factor to m+1 at N=41: 4.1311e-02
  slopes: 60deg -7.498, 60deg beta=1 -7.492, 180deg -7.000
f (m=4, L=40) = +0.093853104-0.170294561i a0; exact +0.093853102-0.170294560i a0
dsigma/dOmega = 0.03780864 a0^2/sr = 1.0587e-22 m^2/sr
Rutherford formula = 0.03780864 a0^2/sr
double vs 50 digits, m=4, L=40: |diff F| = 3.1e-14
beta=1: F windowed = +1.303041988-0.507690245i  F(m=4,L=40) = +1.303042010-0.507690201i
beta=1: error 4.991e-08, dsigma/dOmega = 0.00339526 a0^2/sr
theta=2deg, L=40: N sin(theta/2) = 0.716
  rel. errors m=0..4: 0.811 0.52 1.21 9.26 149
60deg, L=10: best m = 6, error 3.90e-04; error at m=25 2.21e+10
Yukawa y = 1.5: DQ_5/Q_5 = -0.500000
alternating, l=400: |ratio| with 1-x = 1.999983, with 1+x = 1.697e-05
noise norm |w|, 60 deg, L=40, m=0..4: 35.4 35.7 42.4 79.8 242
noise norm |w|, 10 deg, L=40, m=0..4: 79.2 1.15e+03 1.19e+05 1.39e+07 1.69e+09
```
